# Proton and fluoride concentrations in aqueous HF with bifluoride: test program

```python
"""Aqueous HF with bifluoride, hydroxide neglected.
Result under test: h = [H+] is the root between K1 and C/2 of
  (1-4 K1 K2) h^3 + 4 K1 K2 C h^2 - K1 (K1 + C + K2 C^2) h + K1^2 C = 0,
and f = [F-] = 2h/(1+sqrt(1+4 K2 h^2/K1)), u = [HF] = h f/K1,
b = [HF2-] = h - f.
K1 = h f/u (mol/L), K2 = b/(u f) (L/mol), C = total fluorine (mol/L).
The independent solver uses reaction extents and mass action only.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq

TOL = dict(xtol=1e-20, rtol=1e-14, maxiter=500)


def coefficients(K1, K2, C):
    return [1 - 4*K1*K2, 4*K1*K2*C, -K1*(K1 + C + K2*C**2), K1**2*C]


def species_from_cubic(K1, K2, C):
    if abs(C - 2*K1) < 1e-13*K1:
        h = K1
    else:
        low, high = sorted((K1, C/2))
        c = coefficients(K1, K2, C)
        h = brentq(lambda x: np.polyval(c, x), low, high, **TOL)
    f = 2*h/(1 + np.sqrt(1 + 4*K2*h**2/K1))
    return np.array([h, h*f/K1, f, h - f])


def species_from_extents(K1, K2, C):
    """x = extent of dissociation, y = extent of bifluoride formation."""
    def extent_y(x):
        return brentq(lambda y: y - K2*(C - x - y)*(x - y),
                      0.0, min(x, C - x), **TOL)

    def imbalance(x):
        y = extent_y(x)
        return x*(x - y) - K1*(C - x - y)

    x = brentq(imbalance, 1e-10*C, C*(1 - 1e-10), **TOL)
    y = extent_y(x)
    return np.array([x, C - x - y, x - y, y])


# Symbolic elimination of f from the charge and fluorine balances
hs, fs, k1, k2, cs = sp.symbols("h f K1 K2 C", positive=True)
hf_s, bif_s = hs*fs/k1, k2*hs*fs**2/k1
charge = sp.expand(k1*(fs + bif_s - hs))
fluorine = sp.expand(k1*(hf_s + fs + 2*bif_s - cs))
eliminant = sp.resultant(charge, fluorine, fs)
cubic = sum(c*hs**(3 - i) for i, c in enumerate(coefficients(k1, k2, cs)))
assert sp.expand(eliminant + k1*k2*hs*cubic) == 0

# Cubic root and species against the extent solver; one root in the interval
largest_error = 0.0
for K1t, K2t in [(7e-4, 4.0), (0.25, 1.0), (1.0, 5.0), (0.01, 300.0)]:
    for Ct in [0.02*K1t, 0.7*K1t, 2*K1t, 5*K1t, 100*K1t, 1500*K1t]:
        a = species_from_cubic(K1t, K2t, Ct)
        d = species_from_extents(K1t, K2t, Ct)
        # b = h - f loses digits when b is tiny: measure b against h
        scale = np.array([d[0], d[1], d[2], d[0]])
        error = np.max(np.abs(a - d)/scale)
        largest_error = max(largest_error, error)
        assert error < 1e-8, (K1t, K2t, Ct, error)
        if Ct != 2*K1t:
            r = np.roots(coefficients(K1t, K2t, Ct))
            real = r[np.abs(r.imag) < 1e-10*np.abs(r)].real
            low, high = sorted((K1t, Ct/2))
            assert np.sum((real > low) & (real < high)) == 1

# Worked example: round model parameters
K1, K2, C, Kw = 7e-4, 4.0, 1.0, 1e-14
print(f"K1 = {K1:.1e} mol/L, K2 = {K2:.1f} L/mol, C = {C:.1f} mol/L")
print(f"4 K1 K2 = {4*K1*K2:.4f} (no unit)")
for name, unit, value in zip(
        ["h^3", "h^2", "h^1", "h^0"],
        ["no unit", "mol/L", "(mol/L)^2", "(mol/L)^3"],
        coefficients(K1, K2, C)):
    print(f"coefficient of {name}: {value:.6e} {unit}")
roots = np.sort(np.roots(coefficients(K1, K2, C)).real)
implied_f = K1*(C - 2*roots)/(roots - K1)
for r, fr in zip(roots, implied_f):
    print(f"root h = {r:.6e} mol/L, implied [F-] = {fr:.6e} mol/L")
assert np.sum((roots > 0) & (implied_f > 0)) == 1
h, u, f, b = species_from_cubic(K1, K2, C)
assert abs(roots[2]/h - 1) < 1e-9 and abs(implied_f[2]/f - 1) < 1e-9
for name, value in zip(["H+", "HF", "F-", "HF2-"], (h, u, f, b)):
    print(f"[{name}] = {value:.6f} mol/L")
print(f"-log10(h in mol/L) = {-np.log10(h):.3f}")
print(f"[HF2-]/[F-] = {b/f:.4f}")
print(f"fluorine sum u+f+2b = {u + f + 2*b:.6f} mol/L")
print(f"share of fluorine held in HF2- = {200*b/C:.2f} percent")
hx, ux, fx, bx = species_from_extents(K1, K2, C)
assert abs(hx**2/(K1*ux*(1 + K2*ux)) - 1) < 1e-9
assert abs(bx/fx/(K2*ux) - 1) < 1e-9

# Bifluoride raises h above C = 2 K1 and lowers it below
print(f"2 K1 = {2*K1:.2e} mol/L")
print("Table in mol/L; h0 is [H+] without bifluoride (K2 = 0)")
print("C        h          HF         F-         HF2-       h0")
for Ct in [5e-4, 2*K1, 1e-2, 1e-1, 1.0]:
    with_b = species_from_extents(K1, K2, Ct)
    without_b = species_from_extents(K1, 0.0, Ct)[0]
    weak_acid = (-K1 + np.sqrt(K1**2 + 4*K1*Ct))/2
    assert abs(without_b/weak_acid - 1) < 1e-9
    change = with_b[0]/without_b - 1
    if Ct == 2*K1:
        assert abs(change) < 1e-9 and abs(with_b[0]/K1 - 1) < 1e-9
    else:
        assert change*(Ct - 2*K1) > 0 and abs(change) > 1e-8
    print(f"{Ct:.1e}  " + "  ".join(f"{v:.3e}" for v in with_b)
          + f"  {without_b:.3e}")
    print(f"   change of h by bifluoride = {100*change:.5f} percent")

# Total concentration at which the two anions are equal
C_equal = 1/K2 + 3*np.sqrt(K1/(2*K2))
equal = species_from_extents(K1, K2, C_equal)
assert abs(equal[2]/equal[3] - 1) < 1e-8
print(f"[F-] = [HF2-] at C = {C_equal:.4f} mol/L,"
      f" each {equal[2]:.6f} mol/L")


# Hydroxide restored in the charge balance
def anion_charge(x, Ct):
    s = 1 + x/K1
    free = 2*Ct/(s + np.sqrt(s**2 + 8*K2*x*Ct/K1))
    return free + K2*x*free**2/K1


print(f"Hydroxide check with Kw = {Kw:.0e} (mol/L)^2")
for Ct in [1e-7, 1e-6, 1e-5, 1e-3]:
    h_cubic = species_from_cubic(K1, K2, Ct)[0]
    h_full = brentq(lambda x: x - anion_charge(x, Ct) - Kw/x,
                    0.5*h_cubic, 2*h_cubic + 1e-6, **TOL)
    shift = h_full - h_cubic
    assert 0 < shift < Kw/h_full
    print(f"C = {Ct:.0e} mol/L: h = {h_cubic:.4e}, with OH- {h_full:.4e}"
          f" mol/L, (h'-h)/h = {shift/h_cubic:.2e}")
print(f"Kw/h^2 at C = {C:.1f} mol/L: {Kw/h**2:.2e} (no unit)")
print(f"largest relative gap, cubic against extents: {largest_error:.1e}")
print("checks complete")
```

It prints:

```
K1 = 7.0e-04 mol/L, K2 = 4.0 L/mol, C = 1.0 mol/L
4 K1 K2 = 0.0112 (no unit)
coefficient of h^3: 9.888000e-01 no unit
coefficient of h^2: 1.120000e-02 mol/L
coefficient of h^1: -3.500490e-03 (mol/L)^2
coefficient of h^0: 4.900000e-07 (mol/L)^3
root h = -6.549470e-02 mol/L, implied [F-] = -1.196006e-02 mol/L
root h = 1.400439e-04 mol/L, implied [F-] = -1.249748e+00 mol/L
root h = 5.402779e-02 mol/L, implied [F-] = 1.170799e-02 mol/L
[H+] = 0.054028 mol/L
[HF] = 0.903652 mol/L
[F-] = 0.011708 mol/L
[HF2-] = 0.042320 mol/L
-log10(h in mol/L) = 1.267
[HF2-]/[F-] = 3.6146
fluorine sum u+f+2b = 1.000000 mol/L
share of fluorine held in HF2- = 8.46 percent
2 K1 = 1.40e-03 mol/L
Table in mol/L; h0 is [H+] without bifluoride (K2 = 0)
C        h          HF         F-         HF2-       h0
5.0e-04  3.373e-04  1.625e-04  3.371e-04  2.191e-07  3.374e-04
   change of h by bifluoride = -0.01713 percent
1.4e-03  7.000e-04  6.981e-04  6.981e-04  1.949e-06  7.000e-04
   change of h by bifluoride = 0.00000 percent
1.0e-02  2.340e-03  7.591e-03  2.271e-03  6.896e-05  2.319e-03
   change of h by bifluoride = 0.91006 percent
1.0e-01  9.155e-03  8.845e-02  6.763e-03  2.393e-03  8.024e-03
   change of h by bifluoride = 14.10228 percent
1.0e+00  5.403e-02  9.037e-01  1.171e-02  4.232e-02  2.611e-02
   change of h by bifluoride = 106.92511 percent
[F-] = [HF2-] at C = 0.2781 mol/L, each 0.009354 mol/L
Hydroxide check with Kw = 1e-14 (mol/L)^2
C = 1e-07 mol/L: h = 9.9986e-08, with OH- 1.6179e-07 mol/L, (h'-h)/h = 6.18e-01
C = 1e-06 mol/L: h = 9.9858e-07, with OH- 1.0085e-06 mol/L, (h'-h)/h = 9.92e-03
C = 1e-05 mol/L: h = 9.8611e-06, with OH- 9.8621e-06 mol/L, (h'-h)/h = 1.01e-04
C = 1e-03 mol/L: h = 5.5684e-04, with OH- 5.5684e-04 mol/L, (h'-h)/h = 2.24e-08
Kw/h^2 at C = 1.0 mol/L: 3.43e-12 (no unit)
largest relative gap, cubic against extents: 1.0e-12
checks complete
```
